# Softening of the 2k_F phonon in a half-filled chain

**Question.** A ring of $N$ ions, spacing $a$ and fixed length, carries one electron per site. The ion displacements along the chain are $u_n$, the momenta $p_n$, and

$$H=\sum_n\left[-t_0+\alpha(u_{n+1}-u_n)\right]B_n+\frac K2\sum_n(u_{n+1}-u_n)^2+\sum_n\frac{p_n^2}{2M}.$$

Here $B_n=\sum_\sigma(c^\dagger_{n+1,\sigma}c_{n,\sigma}+\text{h.c.})$ is the bond operator, and $t_0,\alpha,K>0$. The spring constant $K$ leaves out the response of the band electrons, which is to be calculated. Treat the ions classically and neglect fluctuations of the lattice about its mean configuration (mean field). Use the abbreviations $\lambda=4\alpha^2/(\pi Kt_0)$ and $\tau=kT/t_0$.

At half filling $k_F=\pi/2a$, so the phonon with $q=2k_F=\pi/a$ has the pattern $u_n=(-1)^nu$.

## (a) Find the electron bands and the free energy per site for frozen $u$.

**Answer.** The stretch of bond $n$ is $u_{n+1}-u_n=-2(-1)^nu$. The hopping amplitudes therefore alternate between $t_1=t_0+2\alpha u$ and $t_2=t_0-2\alpha u$. With two sites per cell of length $2a$, the Bloch matrix has zero diagonal and off-diagonal element $-(t_1+t_2e^{-2ika})$ up to a phase convention, so the energies are $\pm E$ with

$$E^2=t_1^2+t_2^2+2t_1t_2\cos2ka.$$

Insert $t_1^2+t_2^2=2t_0^2+8\alpha^2u^2$ and $t_1t_2=t_0^2-4\alpha^2u^2$, then use $1\pm\cos2\theta=2\cos^2\theta,\ 2\sin^2\theta$ with $\theta=ka$:

$$E^2=4t_0^2\cos^2\theta+16\alpha^2u^2\sin^2\theta .$$

The spectrum is symmetric, and the Fermi function at $\mu=0$ satisfies $f(E)+f(-E)=1$. Each of the $N/2$ values of $k$ then holds one electron per spin, $N$ in all, so $\mu=0$ at every temperature and the free energy equals the grand potential. A pair $\pm E$ contributes, per spin,

$$-kT\ln\left[(1+e^{-E/kT})(1+e^{E/kT})\right]=-2kT\ln\left[2\cosh\frac{E}{2kT}\right].$$

Two spins double this. The $N/2$ values of $\theta$ fill an interval of length $\pi$, so for a long ring, $N\to\infty$, which is assumed in all formulas below, $N^{-1}\sum_k\to\int d\theta/2\pi$. The elastic energy per site is $\frac K2(2u)^2=2Ku^2$. Hence

$$f(u)=2Ku^2-4kT\int_{-\pi/2}^{\pi/2}\frac{d\theta}{2\pi}\ln\left[2\cosh\frac{E}{2kT}\right].$$

## (b) Find the phonon frequency when the electrons follow the ions adiabatically.

**Answer.** The kinetic energy per site is $M\dot u^2/2$, so small oscillations in the potential $f(u)$ obey $M\omega^2=f''(0)$. Since $f$ depends on $u$ through $s=u^2$, $f''(0)=2(\partial f/\partial s)_{s=0}$. From $E^2$, $\partial E/\partial s=8\alpha^2\sin^2\theta/E$, and the derivative of $\ln\cosh(E/2kT)$ with respect to $E$ is $\tanh(E/2kT)/2kT$. Therefore

$$\frac{\partial f}{\partial s}=2K-16\alpha^2\int_{-\pi/2}^{\pi/2}\frac{d\theta}{2\pi}\,\sin^2\theta\,\frac{\tanh(E/2kT)}{E}. \tag{1}$$

At $s=0$, $E=2t_0\cos\theta$. The integrand is even, so the integral is twice that over $0<\theta<\pi/2$, and the prefactor becomes $16\alpha^2\cdot2/(2\pi\cdot2t_0)=8\alpha^2/\pi t_0$. With $y=\cos\theta$, $d\theta=-dy/\sqrt{1-y^2}$,

$$\left.\frac{\partial f}{\partial s}\right|_0=2K-\frac{8\alpha^2}{\pi t_0}J,\qquad J(T)=\int_0^1dy\,\frac{\sqrt{1-y^2}}{y}\tanh\frac y\tau .$$

Doubling and dividing by $M$ gives

$$\boxed{\;\omega^2(T)=\omega_0^2\left[1-\lambda J(T)\right],\qquad \omega_0=2\sqrt{K/M}\;}$$

The bare frequency $\omega_0$ belongs to the springs alone. The electrons lower it because the distortion pushes occupied levels down and empty levels up. States near the Fermi points, $y\to0$, gain most, and thermal occupation of the upper levels weakens the gain through the factor $\tanh(y/\tau)$.

## (c) Show that the frequency vanishes at one temperature, and decide whether the distortion sets in continuously there.

**Answer.** For each $y$, $\tanh(y/\tau)$ falls as $T$ rises, so $J$ falls monotonically. As $T\to0$ the hyperbolic tangent tends to 1 and $\int dy/y$ diverges at small $y$, so $J\to\infty$. For $kT\gg t_0$, $\tanh(y/\tau)\to y/\tau$ and

$$J\to\frac1\tau\int_0^1\sqrt{1-y^2}\,dy=\frac{\pi t_0}{4kT}\to0 .$$

Hence $\lambda J(T_P)=1$ has one solution for every $\lambda>0$. This $T_P$ is the mean-field Peierls temperature. The divergence of $J$ needs the continuum of levels of a long ring. For $N=4n+2$ the smallest $y$ is $\sin(\pi/N)$ and $J$ stays finite at $T=0$, so a short ring with small $\lambda$ does not distort. At the other end, for $\lambda>4/\pi$ the slope (1) at $T=0$ is still negative where $t_2=0$. The minimum then has $t_2<0$, and the linear coupling no longer describes a real bond.

A vanishing curvature fixes the transition only if no distant minimum of $f$ is lower. With $x=E/2kT$,

$$\frac{d}{dx}\frac{\tanh x}{x}=\frac{2x-\sinh2x}{2x^2\cosh^2x}<0\qquad(x>0),$$

so $\tanh(E/2kT)/E$ decreases with $E$, and $E$ grows with $s$. By (1), $\partial f/\partial s$ increases with $s$: $f$ is convex in $u^2$. If the slope at $s=0$ is positive or zero, which means $T\ge T_P$, the minimum is at $u=0$. If it is negative, there is one minimum at some $s^*>0$, because the slope tends to $2K>0$ at large $s$.

At $T_P$ the slope is positive at any chosen $s_1>0$. By continuity it is still positive there slightly below $T_P$, so $s^*<s_1$. Since $s_1$ can be as small as one likes, $s^*\to0$ as $T\to T_P$ from below, and the staggered distortion sets in continuously.

## (d) Find $T_P$ in closed form for $kT_P\ll t_0$, with its first correction, and the frequency law above it.

**Answer.** Separate the singular part:

$$J=\int_0^1\frac{dy}{y}\tanh\frac y\tau-\int_0^1dy\,\frac{1-\sqrt{1-y^2}}{y}\tanh\frac y\tau\equiv J_1-J_2 .$$

*First integral.* With $x=y/\tau$, $X=1/\tau$, integration by parts gives

$$J_1=\tanh X\,\ln X-\int_0^X\ln x\;\text{sech}^2x\,dx .$$

Up to terms exponentially small in $X$, $\tanh X=1$ and the upper limit is infinite. To find the remaining constant, expand $\text{sech}^2x=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2nx}$ and integrate term by term for $p>0$:

$$I(p)=\int_0^\infty x^p\,\text{sech}^2x\,dx=2^{1-p}\,\Gamma(1+p)\,\eta(p),\qquad \eta(p)=\sum_{n\ge1}\frac{(-1)^{n+1}}{n^p}.$$

The required integral is $I'(0)$. Averaging neighbouring partial sums gives a form that can be used at $p=0$:

$$\eta(p)=\frac12+\frac12\sum_{n\ge1}(-1)^{n+1}\left[n^{-p}-(n+1)^{-p}\right].$$

Thus $\eta(0)=\frac12$, and by Wallis's product

$$\eta'(0)=\frac12\left[\ln\frac21-\ln\frac32+\ln\frac43-\dots\right]=\frac12\ln\frac\pi2 .$$

So $I(0)=1$. With $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant, the logarithmic derivative gives $I'(0)=-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$. Therefore

$$J_1=\ln\frac{4e^\gamma}{\pi\tau}.$$

*Second integral.* Replace $\tanh$ by 1 first. With $c=\sqrt{1-y^2}$, $dy/y=-c\,dc/(1-c^2)$, and

$$\int_0^1dy\,\frac{1-\sqrt{1-y^2}}{y}=\int_0^1\frac{c\,dc}{1+c}=1-\ln2 .$$

The replacement overestimates $J_2$ by an integral containing $1-\tanh(y/\tau)$, which confines $y$ to order $\tau$. There $(1-\sqrt{1-y^2})/y\approx y/2$, so the excess is

$$\frac{\tau^2}{2}\int_0^\infty x(1-\tanh x)\,dx=\frac{\tau^2}{2}\sum_{n\ge1}\frac{2(-1)^{n+1}}{(2n)^2}=\frac{\tau^2}{2}\cdot\frac{\pi^2}{24}=\frac{\pi^2\tau^2}{48},$$

using $1-\tanh x=2\sum(-1)^{n+1}e^{-2nx}$ and $\sum(-1)^{n+1}/n^2=\pi^2/12$. Since $J_2$ is subtracted, the excess enters $J$ with a plus sign:

$$J=\ln\frac{8e^{\gamma-1}t_0}{\pi kT}+\frac{\pi^2}{48}\left(\frac{kT}{t_0}\right)^2+\dots$$

Setting $J(T_P)=1/\lambda$ gives, to leading order,

$$\boxed{\;kT_P\simeq\frac{8e^{\gamma-1}}{\pi}\,t_0\,e^{-1/\lambda}\;}$$

The next term multiplies this by $1+\pi^2(kT_P/t_0)^2/48$. For the frequency, write $1-\lambda J(T)=\lambda[J(T_P)-J(T)]$. The constants cancel, and for $kT\ll t_0$

$$\omega(T)\simeq\omega_0\sqrt{\lambda\ln(T/T_P)} .$$

Close to $T_P$ this becomes $\omega_0\sqrt{\lambda(T-T_P)/T_P}$, a square-root approach to zero.

## (e) Evaluate the results for $t_0=1$ eV, $\alpha=0.9$ eV/Å, $K=4$ eV/Å² and $M=100$ u.

**Answer.** These are round model parameters. The coupling is

$$\lambda=\frac{4(0.9)^2}{\pi\cdot4\cdot1}=0.2578,$$

and $\omega_0=2\sqrt{K/M}$ corresponds to $\hbar\omega_0=25.86$ meV. The prefactor in $T_P$ is $1.6685$, so

$$kT_P\simeq1.6685\times e^{-3.8785}\ \text{eV}=0.0345\ \text{eV},\qquad T_P\simeq400.4\ \text{K}.$$

The full integral gives $T_P=400.5$ K. The difference, as a fraction of the asymptotic value, is $2.45\times10^{-4}$ and agrees with $\pi^2(0.0345)^2/48$.

At 600 K, $\lambda J=0.8959$, hence $\hbar\omega=25.86\sqrt{1-0.8959}=8.34$ meV. Other temperatures follow in the same way:

| $T$ (K) | $\lambda J$ | $\hbar\omega$ (meV) | logarithmic law (meV) |
|---|---|---|---|
| 410 | 0.994 | 2.01 | 2.01 |
| 500 | 0.943 | 6.18 | 6.18 |
| 600 | 0.896 | 8.34 | 8.35 |
| 1000 | 0.764 | 12.55 | 12.56 |
| 3000 | 0.484 | 18.57 | 18.63 |

Even at 3000 K the frequency is only 72% of $\omega_0$: there $kT$ is about a quarter of $t_0$, and the electronic softening dies out only for $kT\gg t_0$.

A separate route to $T_P$ is to minimise the free energy of a distorted 400-site ring. It gives $u=0.00413$ Å at $0.98\,T_P$ and $0.00293$ Å at $0.99\,T_P$. Extrapolating $u^2$ linearly to zero yields 400.6 K. This and the other numerical checks are in the numerical check.

## (f) Is another phonon already unstable at $T_P$?

**Answer.** Let $d_n=u_{n+1}-u_n$ be small and arbitrary. The one-electron perturbation is $V=\alpha\sum_md_mb^m$, where $b^m$ is the matrix of bond $m$ for one spin. The equilibrium density matrix commutes with the one-electron Hamiltonian. To first order, in the eigenbasis of the undistorted ring, this gives

$$\rho^{(1)}_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}V_{ij},$$

with the limit $f'(\varepsilon_i)$ for equal energies. The force on a stretch is governed by $\partial F/\partial d_n=Kd_n+\alpha\langle B_n\rangle$. The part linear in $d$ is $Kd_n-\alpha^2\sum_m\chi_{nm}d_m$, with

$$\chi_{nm}=2\sum_{ij}\frac{f_i-f_j}{\varepsilon_j-\varepsilon_i}\,b^n_{ji}b^m_{ij},$$

the 2 being for spin. Translation symmetry makes this diagonal in $q$. A wave $u_n\propto e^{iqna}$ has $|d_q|^2=4\sin^2(qa/2)|u_q|^2$, so

$$\omega^2(q)=\omega_0^2\sin^2\frac{qa}{2}\left[1-\frac{\alpha^2\chi_q}{K}\right].$$

Comparison with (b) shows that $\alpha^2\chi_{\pi/a}/K=\lambda J$. For the parameters of (e), evaluating $\chi_q$ on an 800-site ring at $T_P$ gives

| $qa/\pi$ | 0.50 | 0.75 | 0.90 | 1.00 |
|---|---|---|---|---|
| $\alpha^2\chi_q/K$ | 0.064 | 0.194 | 0.412 | 1.000 |

Every other wavevector of that ring stays below 1, so at $T_P$ the chain is marginal at $q=2k_F$ and stable elsewhere. The dip is narrow: at $q=0.9\,\pi/a$ the phonon energy is still $25.86\times\sin(0.45\pi)\sqrt{1-0.412}=19.6$ meV.

## (g) The electrons do not follow instantaneously. What happens to the mode close to $T_P$?

**Answer.** The staggered displacement couples $k$ to $k+\pi/a$, whose energies are opposite. Each such pair is a two-level system with splitting $\hbar\Omega=2|\varepsilon_k|=4t_0y$. For a perturbation varying as $e^{-i\omega t}$, with population difference $P=\rho_{11}-\rho_{22}$, the linearised equations of motion give

$$\rho_{21}=-\frac{V_{21}P}{\hbar(\Omega-\omega)},\qquad\rho_{12}=-\frac{V_{12}P}{\hbar(\Omega+\omega)} .$$

The response $\rho_{21}V_{12}+\rho_{12}V_{21}$ is proportional to $2\Omega/(\Omega^2-\omega^2)$, which is the static value times $\Omega^2/(\Omega^2-\omega^2)$. In $J$, therefore, $1/y$ becomes $y/(y^2-z^2)$ with $z=\hbar\omega/4t_0$ and $\omega$ in the upper half-plane.

Put $\omega=i\nu$ and $w=\hbar\nu/4kT$. Because $y/(y^2+v^2)-1/y=-v^2/[y(y^2+v^2)]$ with $v=w\tau$, the change of $J$ comes from small $y$ when $kT$ and $\hbar\nu$ are well below $t_0$. There $\sqrt{1-y^2}\to1$ and, with $x=y/\tau$,

$$J(i\nu)-J(0)=-w^2\int_0^\infty\frac{\tanh x}{x(x^2+w^2)}dx .$$

Use $\tanh x/x=\sum_{n\ge0}2/(x^2+a_n^2)$ with $a_n=(n+\frac12)\pi$, and $\int_0^\infty dx/[(x^2+a^2)(x^2+w^2)]=\pi/[2aw(a+w)]$:

$$J(i\nu)-J(0)=-\sum_{n\ge0}\frac{\pi w}{a_n(a_n+w)}=\psi\left(\tfrac12\right)-\psi\left(\tfrac12+\tfrac w\pi\right),$$

where $\psi$ is the digamma function. For small $w$, $\sum1/a_n^2=\frac12$ gives $-\pi w/2=-\pi\hbar\nu/8kT$. Continuing back with $\nu=-i\omega$, $J(\omega)\simeq J(0)+i\pi\hbar\omega/8kT$. The condition $\omega^2=\omega_0^2[1-\lambda J(\omega)]$ becomes

$$\omega^2+i\Gamma\omega-\omega_{\rm ad}^2=0,\qquad\Gamma=\frac{\pi\lambda\hbar\omega_0^2}{8kT},$$

where $\omega_{\rm ad}$ is the frequency found in (b). The roots are

$$\omega=-\frac{i\Gamma}2\pm\sqrt{\omega_{\rm ad}^2-\frac{\Gamma^2}4}.$$

The phonon decays into electron-hole pairs. This needs a continuum of pair energies: their spacing near $y=0$, $8\pi t_0/N$, must be small against $\hbar\Gamma$, which in the example means $N\gg10^4$. On a ring of 800 sites the spacing is 31 meV and the mode is undamped. The rest of this part refers to the long ring. Its real frequency vanishes when $\omega_{\rm ad}=\Gamma/2$; below that point both roots are imaginary. With $\omega_{\rm ad}^2=\lambda\omega_0^2\ln(T/T_P)$ from (d), this happens at $\ln(T/T_P)=\Gamma^2/4\lambda\omega_0^2=\pi^2\lambda(\hbar\omega_0)^2/256(kT)^2$. There $|\omega|=\Gamma/2$, so $|w|=\pi\lambda(\hbar\omega_0)^2/64(kT)^2$. The small-$w$ expansion holds, and the point lies only slightly above $T_P$, when $\lambda(\hbar\omega_0)^2\ll20\,(kT_P)^2$. The example satisfies this; at weak enough coupling, where $kT_P\propto e^{-1/\lambda}$ is small, it fails and the digamma form must be kept. Where the expansion holds, the imaginary root nearer the origin reaches zero at $\omega_{\rm ad}=0$ and then turns into a growing solution. In the digamma form, put $\omega=-i\kappa$ and $r=\hbar\kappa/4\pi kT$. The condition reads $\omega_{\rm ad}^2=\lambda\omega_0^2[\psi(\frac12)-\psi(\frac12-r)]-\kappa^2$, and its right side runs from $0$ to $+\infty$ on $0<r<\frac12$. An imaginary root therefore exists for every $\omega_{\rm ad}^2>0$ and passes through zero at $\omega_{\rm ad}=0$, so the instability remains at $T_P$ for any coupling. At weak coupling this root is separate from the phonon, which need not go soft: for $\lambda=0.15$ and the same $\omega_0$, $T_P\approx25$ K and the digamma form still has the root $\hbar\omega\approx13.9-8.3i$ meV there.

In the example $\hbar\Gamma=1.96$ meV at $T_P$, and the mode is overdamped below 402.8 K, a window of 2.2 K. At 450 K the quadratic equation gives $\hbar\omega=4.39-0.87i$ meV and the digamma form $4.41-0.88i$ meV, against the adiabatic 4.48 meV.

The mean-field assumption is a further limit, and the example does not meet it. Minimising $f$ at $T\to0$ gives $u=0.017$ Å, a bond stretch of $0.034$ Å. The springs alone give a zero-point rms stretch of $0.045$ Å and a thermal one of $\sqrt{kT_P/K}=0.093$ Å at $T_P$, and $\hbar\omega_0/kT_P=0.75$. The square-root law and the 2.2 K window are therefore properties of the mean-field equations, not predictions for an isolated chain with these parameters. Below $T_P$ the distortions $+u$ and $-u$ are degenerate, and a wall between them costs a finite energy $E_w$ but can sit at a number of places proportional to $N$. Its free energy, about $E_w-kT\ln N$, is negative for a long enough chain at any $T>0$. Walls then destroy long-range order in an isolated chain, and $T_P$ is a mean-field temperature, not a true transition temperature of that chain.

## Computed results

```
hopping t0 = 1.00 eV
coupling alpha = 0.90 eV/A
spring constant K = 4.00 eV/A^2
ion mass M = 100.0 u
lambda = 0.25783 (dimensionless)
bare phonon energy hbar*omega0 = 25.862 meV
bare frequency omega0/2pi = 6.253 THz
prefactor 8 exp(gamma-1)/pi = 1.66850
T_P, full integral = 400.54 K
T_P, asymptotic formula = 400.44 K
k T_P = 34.516 meV
k T_P / t0 = 0.03452
relative shift of T_P: found 2.451e-04, formula 2.450e-04
T (K) | J | lambda*J | hbar*omega (meV) | log law (meV)
  410 | 3.8552 | 0.9940 | 2.006 | 2.006
  450 | 3.7621 | 0.9700 | 4.480 | 4.481
  500 | 3.6569 | 0.9428 | 6.183 | 6.184
  600 | 3.4747 | 0.8959 | 8.345 | 8.348
  800 | 3.1874 | 0.8218 | 10.916 | 10.922
 1000 | 2.9649 | 0.7644 | 12.552 | 12.561
 1500 | 2.5613 | 0.6604 | 15.071 | 15.090
 2000 | 2.2764 | 0.5869 | 16.622 | 16.652
 3000 | 1.8790 | 0.4845 | 18.569 | 18.634
curvature/(4K): T (K) | ring | formula
500 | 0.057152 | 0.057150
1000 | 0.235569 | 0.235569
alpha^2 chi_q/K at T_P: q a/pi | value
0.50 | 0.06392
0.75 | 0.19385
0.90 | 0.41167
1.00 | 1.00000
u at 0.98 T_P = 0.00413 A
u at 0.99 T_P = 0.00293 A
T_P from u^2 -> 0 = 400.61 K
J at 500 K, hbar*nu = 4kT: Kubo 2.62079, integral 2.62079
drop of J at hbar*nu = 2kT: 0.6210, digamma 0.6221
hbar*Gamma at T_P = 1.962 meV
overdamped below T = 402.76 K
width of overdamped window = 2.22 K
pole at 450 K, quadratic: 4.394 -0.873i meV
pole at 450 K, digamma: 4.407 -0.878i meV
slow pole at 401.21 K: quadratic -0.1590i, digamma -0.1588i meV
```
